# Effective electron repulsion of a dangling bond coupled to a harmonic distortion

A silicon atom at an interface with three neighbours instead of four carries one dangling-bond orbital. It can hold $n=0$, $1$ or $2$ electrons. If the singly occupied bond is neutral, these are the charge states $D^+$, $D^0$ and $D^-$. Two electrons in the same orbital repel each other with an energy $U>0$. The atom also moves when the occupation changes, and this problem asks what that motion does to the energy cost of double occupation.

The model has one orbital and one displacement $x$ of the atom, with conjugate momentum $p$ and mass $M$:

$$H=\varepsilon n+U n_\uparrow n_\downarrow+\frac{p^2}{2M}+\frac12 kx^2-\lambda xn,\qquad n=n_\uparrow+n_\downarrow .$$

The origin $x=0$ is the equilibrium position of the empty bond, and $\varepsilon$ is the orbital energy there. The stiffness $k>0$ is the same for all three occupations. The coupling is linear: each electron exerts the constant force $\lambda$ on the atom or, equivalently, the orbital energy is $\varepsilon-\lambda x$. The site exchanges electrons with a reservoir so weakly that the exchange does not shift its energies.

## (a) Relaxed positions and energies

**Treat the atom as classical and at rest. For each $n$, find the position $x_n$ of lowest energy and the energy $E_n$ there.**

**Solution.** The product $n_\uparrow n_\downarrow$ is 1 for $n=2$ and 0 otherwise, so it equals $n(n-1)/2$ for the three allowed occupations. At fixed $n$ the potential energy is

$$E(n,x)=\varepsilon n+\frac U2 n(n-1)+\frac12kx^2-\lambda xn .$$

Its derivative vanishes when the spring force balances the electronic force:

$$\frac{\partial E}{\partial x}=kx-\lambda n=0\quad\Rightarrow\quad x_n=\frac{\lambda n}{k}.$$

The second derivative is $k>0$, so this is a minimum. The two terms containing $x$ become

$$\frac12k\left(\frac{\lambda n}{k}\right)^2-\lambda n\,\frac{\lambda n}{k}
=\frac{\lambda^2n^2}{2k}-\frac{\lambda^2n^2}{k}
=-\frac{\lambda^2n^2}{2k}.$$

Half of the energy gained from the coupling is stored in the spring. The relaxed energies are therefore

$$E_0=0,\qquad E_1=\varepsilon-\frac{\lambda^2}{2k},\qquad E_2=2\varepsilon+U-\frac{2\lambda^2}{k}.$$

The force is linear in $n$, but the relaxation energy is quadratic: two electrons push twice as hard and also displace the atom twice as far. The second electron thus gains more from the distortion than the first.

## (b) The effective repulsion

**Two distant, identical sites hold two electrons in total. Define $U_{\rm eff}$ as the relaxed energy with both electrons on one site minus the relaxed energy with one electron on each. Find it, and compare it with the same difference at a fixed common $x$.**

**Solution.** The first arrangement has energy $E_2+E_0$ and the second $2E_1$. Hence

$$\begin{aligned}
U_{\rm eff}&=E_2+E_0-2E_1\\
&=2\varepsilon+U-\frac{2\lambda^2}{k}-2\varepsilon+\frac{\lambda^2}{k}\\
&=U-\frac{\lambda^2}{k}.
\end{aligned}$$

The level energy cancels because both arrangements contain two electrons. At a fixed common $x$ the elastic terms cancel as well, $2\cdot\frac12kx^2-2\cdot\frac12kx^2=0$, and so do the coupling terms, $-2\lambda x+2\lambda x=0$. What remains is

$$E(2,x)+E(0,x)-2E(1,x)=U .$$

The Coulomb repulsion has therefore not been weakened. $U$ is the cost when the atoms have no time to move, and $U_{\rm eff}$ is the cost after they have relaxed.

Two conventions deserve a check. First, the factor 1 in front of $\lambda^2/k$ belongs to an elastic energy $\frac12kx^2$. If it is written $Kx^2$, then $k=2K$ and the reduction reads $\lambda^2/(2K)$. Second, one may measure $x$ from the equilibrium of the neutral site and write the coupling as $-\lambda x(n-1)$. The relaxation energy is then $-\lambda^2(n-1)^2/(2k)$, and its contribution to $U_{\rm eff}$ is

$$-\frac{\lambda^2}{2k}\left[1+1-2\cdot0\right]=-\frac{\lambda^2}{k},$$

as before. The sign of $\lambda$ does not matter either, since it reverses the direction of motion but not the energy gain.

## (c) The quantum lattice

**Show from $H$ itself that the distortion produces an attraction between the two electrons, and decide whether zero-point motion changes $U_{\rm eff}$.**

**Solution.** Complete the square in $x$:

$$\frac12kx^2-\lambda xn=\frac12k\left(x-\frac{\lambda n}{k}\right)^2-\frac{\lambda^2}{2k}n^2 .$$

Each spin state is either empty or filled, so $n_\sigma^2=n_\sigma$ and

$$n^2=n_\uparrow^2+n_\downarrow^2+2n_\uparrow n_\downarrow=n+2n_\uparrow n_\downarrow .$$

Inserting both relations into $H$ gives

$$H=\left(\varepsilon-\frac{\lambda^2}{2k}\right)n+\left(U-\frac{\lambda^2}{k}\right)n_\uparrow n_\downarrow+\frac{p^2}{2M}+\frac12k\left(x-\frac{\lambda n}{k}\right)^2 .$$

The part of $n^2$ linear in $n$ lowers the level. The cross term between the two spins is the attraction, and its factor 2 turns $\lambda^2/(2k)$ into $\lambda^2/k$.

For the isolated site $H$ conserves $n$, so $n$ is a number in each charge sector. The shift $y=x-\lambda n/k$ is then a shift by a constant and leaves $p$ unchanged. Each sector is a harmonic oscillator of the same frequency $\omega=\sqrt{k/M}$, with levels

$$E_{n,m}=E_n+\hbar\omega\left(m+\frac12\right),\qquad m=0,1,2,\dots$$

In $U_{\rm eff}$ the zero-point energies enter as $\frac12\hbar\omega(1+1-2)=0$. Within this model the result of (b) does not depend on treating the atom classically.

## (d) Following the energy through a charge transfer

**Start with two distant sites, both singly occupied and relaxed. Move one electron to the other site while the atoms are frozen, then let them relax. Account for the energy of each stage. Is the frozen transfer cost the activation energy of the reaction $2D^0\to D^++D^-$?**

**Solution.** Both atoms start at $x_1=\lambda/k$. By (b), the transfer at this common position costs $U$. The doubly occupied site now has its minimum at $x_2=2\lambda/k$, and its atom is a distance $\lambda/k$ away from it. The empty site has its minimum at $x_0=0$, again a distance $\lambda/k$ away. Each relaxation releases

$$\frac12k\left(\frac{\lambda}{k}\right)^2=\frac{\lambda^2}{2k}.$$

The total change is $U-2\cdot\lambda^2/(2k)=U-\lambda^2/k$, in agreement with (b). Half of the reduction comes from the site that has lost its electron.

The frozen cost is in general not the activation energy, because in a thermal transfer the atoms first fluctuate to positions where the electron can move at no energy cost. Let the receiving atom be at $x_a$ and the donating atom at $x_b$. The energies before and after transfer differ by

$$U-2\lambda x_a+\lambda(x_a+x_b)=U-\lambda(x_a-x_b),$$

which vanishes at $x_a-x_b=U/\lambda$. The cheapest way to reach this separation from $x_a=x_b=x_1$ is to displace the atoms by $\pm U/(2\lambda)$, at the elastic cost

$$2\cdot\frac12k\left(\frac{U}{2\lambda}\right)^2=\frac{kU^2}{4\lambda^2}.$$

This is the classical barrier when the electronic coupling between the sites is weak. It is smaller than the frozen cost $U$ for $U<4\lambda^2/k$, equal to it at $U=4\lambda^2/k$, and larger beyond. For $U<2\lambda^2/k$, which includes every case with $U_{\rm eff}<0$, the crossing lies between the initial separation 0 and the final one $2\lambda/k$. For larger $U$ it lies beyond the final separation, and classical atoms must overshoot their final positions before the electron can move.

## (e) Occupation as a function of the Fermi level

**The site is in equilibrium with a reservoir of Fermi level $\mu$ at zero temperature. Which occupations occur as $\mu$ rises, for either sign of $U_{\rm eff}$?**

**Solution.** The stable occupation minimizes $\Omega_n=E_n-\mu n$. Zero and one electron are equally favourable at

$$\mu_{01}=E_1-E_0=\varepsilon-\frac{\lambda^2}{2k},$$

and one and two electrons at

$$\mu_{12}=E_2-E_1=\varepsilon+U-\frac{3\lambda^2}{2k}.$$

Their separation is $\mu_{12}-\mu_{01}=E_2+E_0-2E_1=U_{\rm eff}$. Single occupation needs $\mu_{01}<\mu<\mu_{12}$.

If $U_{\rm eff}>0$, this window exists and has width $U_{\rm eff}$. The occupation rises in two steps, $0\to1\to2$.

If $U_{\rm eff}<0$, the levels are in inverted order and the window is absent. The relation

$$\Omega_1-\frac{\Omega_0+\Omega_2}{2}=-\frac{U_{\rm eff}}2>0$$

shows the same thing: $\Omega_1$ lies above the mean of the other two, hence above the lower of them, whatever $\mu$ is. The occupation jumps from 0 to 2 where $\Omega_0=\Omega_2$, that is, at

$$\mu_p=\frac{E_2}{2}=\varepsilon+\frac U2-\frac{\lambda^2}{k}.$$

At zero temperature the charge of such a site changes by two elementary charges at one Fermi level; at finite temperature the step is spread over a few $k_BT$. The model does not decide which sign $U_{\rm eff}$ has for a real silicon dangling bond. The sign of $U_{\rm eff}$ changes at the stiffness $k_c=\lambda^2/U$. A bond softer than this favours pairs.

## (f) Unpaired spins at finite temperature

**Find the probability $p_1$ of single occupation at temperature $T$. At which Fermi level is it largest?**

**Solution.** Let $\beta=1/(k_BT)$. The oscillator has the same frequency for every $n$, so its partition function is a common factor and drops out of the probabilities. Single occupation has two spin states. The remaining weights are

$$w_0=1,\qquad w_1=2e^{-\beta(E_1-\mu)},\qquad w_2=e^{-\beta(E_2-2\mu)} .$$

Write $\mu=\mu_p+\delta$. Since $E_2=2\mu_p$, we have $E_2-2\mu=-2\delta$. Since $U_{\rm eff}=E_2-2E_1$, we have $E_1-\mu_p=-U_{\rm eff}/2$. Thus

$$w_1=2e^{\beta U_{\rm eff}/2}e^{\beta\delta},\qquad w_2=e^{2\beta\delta}.$$

Dividing all weights by $2e^{\beta\delta}$, and using $e^{-\beta\delta}+e^{\beta\delta}=2\cosh\beta\delta$, gives

$$p_1=\frac{w_1}{w_0+w_1+w_2}=\frac{e^{\beta U_{\rm eff}/2}}{e^{\beta U_{\rm eff}/2}+\cosh\beta\delta}.$$

The hyperbolic cosine is smallest at $\delta=0$, so $p_1$ is largest at $\mu=\mu_p$:

$$p_1(\mu_p)=\frac{1}{1+e^{-U_{\rm eff}/(2k_BT)}} .$$

For $k_BT\gg|U_{\rm eff}|$ this tends to $1/2$, because two of the four electronic states are singly occupied. For $T\to0$ it tends to 1 if $U_{\rm eff}>0$ and to 0 if $U_{\rm eff}<0$. A singly occupied bond has an unpaired spin; an empty one has none, and two electrons in one orbital form a singlet. A site with strongly negative $U_{\rm eff}$ is therefore nearly always without a spin in equilibrium, wherever the Fermi level lies. A site prepared in the state $n=1$ can still show a spin until it has exchanged an electron.

## (g) A soft and a stiff site

**Take $\varepsilon=0$, $U=0.50$ eV, $\lambda=2.0$ eV/Å, $M=30$ u and $T=300$ K. Compare $k=5.0$ eV/Å$^2$ with $k=20.0$ eV/Å$^2$.** These are round model parameters and describe no particular defect.

**Solution.** For the soft site, $x_1=2.0/5.0=0.400$ Å and $x_2=0.800$ Å. The reduction is $\lambda^2/k=4.0/5.0=0.800$ eV, so

$$E_1=-\frac{0.800}{2}=-0.400\ \text{eV},\qquad E_2=0.500-2(0.800)=-1.100\ \text{eV},$$

$$U_{\rm eff}=-1.100-2(-0.400)=-0.300\ \text{eV}.$$

For the stiff site, $x_1=0.100$ Å, $x_2=0.200$ Å and $\lambda^2/k=0.200$ eV. Then $E_1=-0.100$ eV, $E_2=0.500-0.400=0.100$ eV and

$$U_{\rm eff}=0.100-2(-0.100)=+0.300\ \text{eV}\quad(4.8\times10^{-20}\ \text{J}).$$

The bare repulsion is the same, but the sites lie on opposite sides of $k_c=4.0/0.50=8.0$ eV/Å$^2$. Minimizing the original energy numerically and diagonalizing $H$ in oscillator states centred at $x=0$ both reproduce these two values, as the numerical output shows. The vibrational quantum of the soft site is 26.39 meV, close to $k_BT=25.85$ meV. The mean vibrational energy, $\frac12\hbar\omega\coth[\hbar\omega/(2k_BT)]$, is then about 9% above the classical value $k_BT$. This quantum correction is the same for every $n$ and leaves $U_{\rm eff}$ unaffected, for the reason found in (c).

The cycle of (d) reads $0.500-0.400-0.400=-0.300$ eV for the soft site and $0.500-0.100-0.100=+0.300$ eV for the stiff one. In the soft case the reaction releases energy but still has the classical barrier $U^2/(4\lambda^2/k)=0.250/3.200\approx0.08$ eV.

The charging levels of the stiff site are $\mu_{01}=-0.100$ eV and $\mu_{12}=0.200$ eV, and a scan of the Fermi level finds single occupation over a width of 0.300 eV. For the soft site, $\mu_{01}=-0.400$ eV lies above $\mu_{12}=-0.700$ eV. The scan finds no window, and the pair enters at $\mu_p=0.250-0.800=-0.550$ eV.

At $\mu_p$ the exponent in $p_1$ has magnitude $0.300/(2\times0.02585)=5.80$, and $e^{5.80}\approx330$. The singly occupied fraction is 0.003 for the soft site and 0.997 for the stiff one. The two add up to 1 because the values of $U_{\rm eff}$ are equal and opposite.

## (h) When the stiffness depends on the charge

**Let the stiffness be $k_n$ in charge state $n$, with $\lambda$ unchanged. How does $U_{\rm eff}$ change? Evaluate it for the soft site with $k_2$ raised to 6.0 eV/Å$^2$.**

**Solution.** The minimization in (a) was done separately for each $n$, so it holds with $k$ replaced by $k_n$. The relaxation energies are $-\lambda^2/(2k_1)$ and $-2\lambda^2/k_2$, and

$$U_{\rm eff}=U-\frac{2\lambda^2}{k_2}+\frac{\lambda^2}{k_1}.$$

For $k_1=k_2=k$ this returns to $U-\lambda^2/k$. With the given numbers,

$$U_{\rm eff}=0.500-\frac{8.0}{6.0}+\frac{4.0}{5.0}=-0.033\ \text{eV}.$$

Stiffening one charge state by 20% has here removed most of the earlier $-0.300$ eV, but the size of this effect depends on the origin about which the stiffness is changed. The added term $\frac12(k_2-k_1)x^2$ is centred at the equilibrium of the empty bond, 0.8 Å from the former minimum of the doubly occupied state. It therefore raises that state strongly, and it raises the frozen transfer cost at $x_1$ from $U=0.50$ eV to $U+\frac12(k_2+k_0-2k_1)x_1^2=0.58$ eV. The two origins of (b) are no longer equivalent. With $x$ measured from the neutral equilibrium and the coupling $-\lambda x(n-1)$, one finds $U_{\rm eff}=U-\lambda^2/(2k_0)-\lambda^2/(2k_2)$, and the same stiffnesses give $0.500-0.400-0.333=-0.233$ eV. Charge-dependent stiffnesses fix $U_{\rm eff}$ only together with the geometry at which $\lambda$ and $U$ are defined.

Zero-point energies now contribute $\frac12\hbar(\omega_2+\omega_0-2\omega_1)$. Here $\omega_0=\omega_1$ and $\omega_2=\sqrt{6/5}\,\omega_1$, so the correction is $\frac12(26.39\ \text{meV})(1.095-1)\approx1.3$ meV, small even beside 33 meV. At finite temperature the vibrational partition functions no longer cancel; for a classical oscillator each weight $w_n$ acquires a factor proportional to $1/\sqrt{k_n}$.

A coupling quadratic in $x$, such as $-\frac12\gamma x^2n$, is a case of this kind, with $k_n=k-\gamma n$, as long as every $k_n$ stays positive. Anharmonic terms in the elastic energy go beyond it. They need checking when the displacement is a sizeable part of a bond length, as the 0.8 Å of the soft site is. The description by separate charge states also relies on the weak exchange with the reservoir assumed at the start. With strong exchange the Hamiltonian including the reservoir does not conserve $n$, even approximately, and the shift by $\lambda n/k$ can no longer be made with a fixed number $n$.

## Calculated quantities

```
level eps = 0.0 eV
bare repulsion U = 0.50 eV
force per electron lambda = 2.0 eV/angstrom
mass M = 30 u
temperature T = 300 K
thermal energy k_B T = 0.02585 eV
soft: stiffness k = 5.0 eV/angstrom^2
soft: displacement x1 = 0.400 angstrom
soft: displacement x2 = 0.800 angstrom
soft: relaxed energy E1 = -0.400 eV
soft: relaxed energy E2 = -1.100 eV
soft: lambda^2/k = 0.800 eV
soft: U_eff from minimization = -0.300 eV
soft: U_eff from quantum levels = -0.300 eV
soft: vibrational quantum = 26.39 meV
soft: transfer cost at frozen x1 = 0.500 eV
soft: relaxation gain, filled site = 0.400 eV
soft: relaxation gain, empty site = 0.400 eV
soft: charging level 0->1 = -0.400 eV
soft: charging level 1->2 = -0.700 eV
soft: balance level mu_p = -0.550 eV
soft: width of n=1 window in scan = 0.000 eV
soft: singly occupied fraction at mu_p = 0.00301
stiff: stiffness k = 20.0 eV/angstrom^2
stiff: displacement x1 = 0.100 angstrom
stiff: displacement x2 = 0.200 angstrom
stiff: relaxed energy E1 = -0.100 eV
stiff: relaxed energy E2 = 0.100 eV
stiff: lambda^2/k = 0.200 eV
stiff: U_eff from minimization = 0.300 eV
stiff: U_eff from quantum levels = 0.300 eV
stiff: vibrational quantum = 52.79 meV
stiff: transfer cost at frozen x1 = 0.500 eV
stiff: relaxation gain, filled site = 0.100 eV
stiff: relaxation gain, empty site = 0.100 eV
stiff: charging level 0->1 = -0.100 eV
stiff: charging level 1->2 = 0.200 eV
stiff: balance level mu_p = 0.050 eV
stiff: width of n=1 window in scan = 0.300 eV
stiff: singly occupied fraction at mu_p = 0.99699
critical stiffness k_c = 8.000 eV/angstrom^2
unequal case: k0 = k1 = 5.0 eV/angstrom^2
unequal case: k2 = 6.0 eV/angstrom^2
unequal case: classical U_eff = -0.0333 eV
```
